# Photon-Assisted Shot Noise of an Energy-Independent Scatterer, part 2

We seek the zero-frequency current noise $S$ of a channel between two reservoirs at temperature $\Theta$. The channel transmits with energy-independent probability $T$. The left reservoir is lifted in electron energy by $eV(t)$, where $V(t)=V+V_{\rm ac}\cos\omega t$ and $e>0$; the right one is undriven. Numbers are in SI units.

The drive multiplies the field arriving from the left by $e^{-i\theta(t)}$, with $\theta(t)=eVt/\hbar+\alpha\sin\omega t$ and $\alpha=eV_{\rm ac}/\hbar\omega$. In terms of Bessel functions $J_n$,

$$e^{-i\alpha\sin\omega t}=\sum_nJ_n(\alpha)e^{-in\omega t}.\tag{3}$$

An electron thus takes up $n$ quanta with probability $J_n^2$, and its energy shifts by $x_n=eV+n\hbar\omega$. The sum rules are

$$\sum_nJ_n^2=1,\qquad\sum_nnJ_n^2=0,\tag{4}$$

and $J_{-n}^2=J_n^2$. With $f(E)=1/(e^{E/k\Theta}+1)$, the period-averaged occupation of the incoming left states is

$$n_L(E)=\sum_nJ_n^2(\alpha)f(E-x_n).\tag{7}$$

The mean current is

$$\langle I(t)\rangle=\frac{e^2}{h}T\,V(t),\qquad
I_{\rm dc}=\frac{e^2}{h}T\,V .\tag{6}$$

If transmission depends on energy, the drive can change $I_{\rm dc}$: it lowers the current of a chain with a resonant level.

The equilibrium correlators of filled and empty states are

$$g(\tau)=\frac1h\int dE\,f(E)e^{iE\tau/\hbar},\qquad
\bar g(\tau)=\frac1h\int dE\,[1-f(E)]e^{-iE\tau/\hbar}.$$

With $t_1=t+\tau$, $t_2=t$ and $\Delta\theta=\theta(t_1)-\theta(t_2)$,

$$\langle\delta I(t_1)\delta I(t_2)\rangle=2e^2g(\tau)\bar g(\tau)\left\{T^2+T(1-T)\cos\Delta\theta\right\}.\tag{8}$$

The $T^2$ part comes from left–left and right–right terms, the rest from left–right cross terms. Averaged over a drive period,

$$\overline{e^{i\Delta\theta}}=\sum_nJ_n^2(\alpha)e^{ix_n\tau/\hbar}.\tag{9}$$

$S$ is twice the $\tau$ integral of the averaged (8). Equivalently, $S=2e^2\,d\langle\!\langle N^2\rangle\!\rangle/dt_m$ for $N$ electrons crossing in a long time $t_m$.

For weak drive at $V=0$ and zero temperature, electron–hole pairs arrive at a rate $\gamma$. If electron and hole pass the barrier independently,

$$S\simeq2e^2\gamma\cdot2T(1-T)=\frac{2e^2}{h}T(1-T)\,\frac{\alpha^2}{2}\hbar\omega .\tag{1}$$

### Energy integral

Define

$$W(x)=h\int d\tau\,g(\tau)\bar g(\tau)e^{ix\tau/\hbar}.$$

Inserting the energy forms of $g$ and $\bar g$, the time integral gives $\int d\tau\,e^{i(E-E'+x)\tau/\hbar}=h\,\delta(E-E'+x)$. One factor $h$ from here and one from the definition cancel the $1/h^2$ of the two correlators, leaving

$$W(x)=\int dE\,f(E)[1-f(E+x)].$$

An electron is taken from a filled state and put into an empty one that lies higher by $x$ on the shifted scale. To integrate, set $u=e^{E/k\Theta}$ and $X=e^{x/k\Theta}$. Then

$$f(E)[1-f(E+x)]=\frac{uX}{(1+u)(1+uX)},\qquad
f(E)-f(E+x)=\frac{u(X-1)}{(1+u)(1+uX)} .$$

Their ratio is $X/(X-1)=1/(1-e^{-x/k\Theta})$, independent of $E$. The second expression integrates to $x$, so

$$W(x)=\frac{x}{1-e^{-x/k\Theta}},\qquad W(0)=k\Theta .$$

Adding the term with the opposite sign of $x$,

$$W(x)+W(-x)=x\left[\frac{e^{x/k\Theta}}{e^{x/k\Theta}-1}+\frac1{e^{x/k\Theta}-1}\right]=x\coth\frac{x}{2k\Theta}.$$

The $T^2$ part of (8) contributes $2T^2W(0)=2k\Theta T^2$. The other part contributes $T(1-T)\sum_nJ_n^2[W(x_n)+W(-x_n)]$. With the prefactor $2e^2/h$ this is the noise of one channel.

For several channels, the modes in each lead can be rotated so that the scatterer splits into independent channels with transmissions $T_j$. The rotation leaves the equilibrium state unchanged, since all modes of a lead have the same $f$. It also leaves the drive unchanged, since all left modes carry the same phase. The channels add:

$$S=\frac{2e^2}{h}\left\{2k\Theta\sum_jT_j^2+\sum_jT_j(1-T_j)\sum_nJ_n^2(\alpha)\,x_n\coth\frac{x_n}{2k\Theta}\right\}.\tag{10}$$

Spin is counted in $j$. In the same way $I_{\rm dc}=GV$, with $G=(e^2/h)\sum_jT_j$.

Three limits check (10).

- No drive and no bias: only $n=0$ remains, and $x\coth(x/2k\Theta)\to2k\Theta$. Since $T^2+T(1-T)=T$, this gives $S=4k\Theta G$, the equilibrium noise of a conductance $G$.
- No drive at zero temperature: $S=(2e^2/h)\sum_jT_j(1-T_j)\,e|V|$, the partition noise of a steady stream.
- Weak drive, no dc bias, zero temperature: the sidebands $n=\pm1$ give $2(\alpha^2/4)\hbar\omega$, which reproduces (1) and confirms the independent partition assumed there.

### Kinks at zero temperature

As $\Theta\to0$, $x\coth(x/2k\Theta)\to|x|$. With $P=\sum_jT_j(1-T_j)$,

$$S=\frac{2e^2}{h}P\sum_nJ_n^2(\alpha)\,|eV+n\hbar\omega| .\tag{11}$$

Each term is a straight line on either side of its corner. The slope is

$$\frac{dS}{dV}=\frac{2e^3}{h}P\sum_nJ_n^2(\alpha)\,{\rm sgn}(eV+n\hbar\omega).$$

When $eV$ rises through $N\hbar\omega$, the sign of the term $n=-N$ changes from $-1$ to $+1$, a change of 2. Because $J_{-N}^2=J_N^2$, the slope jumps by

$$\Delta\!\left(\frac{dS}{dV}\right)_{eV=N\hbar\omega}=\frac{4e^3}{h}P\,J_N^2(\alpha).\tag{12}$$

This holds for integers $N$ of either sign and for zero. A kink is missing if $\alpha$ is a zero of $J_N$, and all are missing if each $T_j$ is 0 or 1.

The occupation (7) gives the meaning. Relative to a Fermi sea filled to $E=0$, sidebands with $x_n>0$ bring electrons to the barrier and those with $x_n<0$ bring holes. Per channel the rates are

$$\Gamma_e=\frac1h\sum_{x_n>0}J_n^2x_n,\qquad
\Gamma_h=\frac1h\sum_{x_n<0}J_n^2|x_n| .$$

Current and noise of one channel are then

$$I_{\rm dc}=eT(\Gamma_e-\Gamma_h),\qquad S=2e^2T(1-T)(\Gamma_e+\Gamma_h).$$

The difference is fixed at $eV/h$ by the sum rules. The sum depends on the drive. At $eV=N\hbar\omega$ the sideband $-N$ stops supplying holes and starts supplying electrons. Its contribution to the difference passes smoothly through zero, while its contribution to the sum has a corner. This is why the noise shows the photon energy and the dc current does not.

### Thermal rounding

Let $w(x)=x\coth(x/2k\Theta)=2k\Theta\,y\coth y$ with $y=x/2k\Theta$. Then

$$\frac{d}{dy}(y\coth y)=\coth y-\frac{y}{\sinh^2y},\qquad
\frac{d^2}{dy^2}(y\coth y)=\frac{2(y\coth y-1)}{\sinh^2y}.$$

The factor from changing variables is $2k\Theta/(2k\Theta)^2=1/(2k\Theta)$, so

$$w''(x)=\frac{y\coth y-1}{k\Theta\,\sinh^2y}.\tag{13}$$

For small $y$ the numerator is $y^2/3$, so the peak height is $1/(3k\Theta)$. The area is $w'(\infty)-w'(-\infty)=2$, the jump of the sharp corner. The full width at half height is $5.44\,k\Theta$. In $d^2S/dV^2$ the kinks become peaks of this width in $eV$, with areas still proportional to $J_n^2$. They separate clearly when $5.44\,k\Theta$ is well below $\hbar\omega$.

Equation (13) is positive, so $w$ is convex. The weights $J_n^2$ sum to 1 and the mean of $x_n$ is $eV$. The weighted mean of a convex function is at least its value at the mean:

$$\sum_nJ_n^2w(x_n)\ge w(eV).$$

In this model the ac voltage cannot lower the noise at fixed dc bias.

### Slow, strong drive

Let $\omega\to0$ with $V$ and $V_{\rm ac}$ fixed, so that $\alpha\to\infty$. At fixed $\tau$ the phase difference tends to $eV(t)\tau/\hbar$, and (9) becomes

$$\sum_nJ_n^2e^{ix_n\tau/\hbar}\to\overline{e^{ieV(t)\tau/\hbar}} .$$

The distribution of $x_n$ therefore approaches that of the instantaneous $eV(t)$. The mean square of $n\hbar\omega$ stays at $(eV_{\rm ac})^2/2$: averaging the squared modulus of the time derivative of (3) gives $\sum_nn^2J_n^2=\alpha^2/2$. The far sidebands thus cannot spoil the mean of $|x_n|$, and at zero temperature

$$S\to\frac{2e^2}{h}P\,\overline{|eV(t)|} .$$

This is the dc formula applied at each instant. For $eV=20\,\hbar\omega$ and $\alpha=40$ the sideband sum is $28.712\,\hbar\omega$ and the time average $28.720\,\hbar\omega$.

### Worked example

Take one spin-degenerate channel with $T=0.5$ for each spin, a 20 GHz drive with $\alpha=1.5$, and a temperature of 50 mK. Then $\sum_jT_j=1$ and $P=2\times0.5\times0.5=0.5$. The conductance is $38.74\ \mu$S, and one photon corresponds to a dc voltage of $82.71\ \mu$V. The ac amplitude is $1.5\times82.71=124.1\ \mu$V.

At $eV=\hbar\omega$ the dc current is

$$38.74\ \mu{\rm S}\times82.71\ \mu{\rm V}=3.204\ {\rm nA},$$

with or without the drive. The undriven zero-temperature noise at this bias is

$$S=2eI_{\rm dc}(1-T)=2(1.602\times10^{-19}\,{\rm C})(3.204\times10^{-9}\,{\rm A})(0.5)
=5.13\times10^{-28}\ {\rm A^2/Hz}.$$

The noise values that follow are in units of $10^{-28}\ {\rm A^2/Hz}$. With the drive, the zero-temperature noise is 4.423 at $V=0$, 5.768 at $eV=\hbar\omega$ and 10.309 at $2\hbar\omega$. Over the first photon step it rises by 1.345, and over the second by 4.541. The difference, 3.196, must be the jump (12) times the photon voltage. With $J_1^2=0.3113$ the jump is $3.864\times10^{-24}\ {\rm A^2/(Hz\,V)}$, and

$$3.864\times10^{-24}\times82.71\times10^{-6}=3.196\times10^{-28},$$

as required. The next weights are $J_2^2=0.0539$ and $J_3^2=0.0037$, so the third kink is about 80 times weaker than the first. By $eV=3\hbar\omega$ the driven and undriven values, 15.403 and 15.402, nearly coincide: only the sidebands $n\le-4$ still supply holes, and their weights are very small.

At 50 mK, $k\Theta=0.0521\,\hbar\omega$. The factor $(2e^2/h)\hbar\omega$ is the undriven 5.134 divided by $P$, which is 10.27. The $T^2$ term of (10) adds

$$10.27\times2\times0.0521\times0.5=0.535 .$$

Midway between kinks, at $eV=0.5\,\hbar\omega$, the driven noise rises from 5.095 to 5.630, by this amount. At the kink $eV=\hbar\omega$ it rises from 5.768 to 6.469, by 0.701. There the sideband $n=-1$ has $x_{-1}=0$ and contributes $2k\Theta$ instead of zero, which adds $10.27\times P\times J_1^2\times2k\Theta/\hbar\omega=10.27\times0.5\times0.3113\times2\times0.0521=0.167$ and accounts for the difference. The kink width is $23.4\ \mu$V, or 0.28 of the kink spacing, so the first kinks are rounded but separate.

### Electrons counted on a chain

The derivation used a linear band, sidebands and Wick's theorem for the incoming fields. A tight-binding chain evolved in real time needs no sidebands. All bonds have hopping 1 except the middle one, $q$. At the band centre, write the wave on the left as $e^{i\pi j/2}+r\,e^{-i\pi j/2}$ and on the right as $d\,e^{i\pi j/2}$, with the special bond between sites 0 and 1. Matching across it requires $1-r=qd$ and $d=q(1+r)$, so $d=2q/(1+q^2)$ and

$$T=\frac{4q^2}{(1+q^2)^2}.$$

The oscillating voltage is applied to the left half. The transferred charge is the change of the number operator of the right half, and its mean and variance are taken in the initial thermal state. Between the ends of the second and fourth periods this gives growth rates to compare with $I_{\rm dc}/e$ and $S/2e^2$.

For $T=0.713$, $k\Theta=0.15\,\hbar\omega$ and $eV=0.5\,\hbar\omega$, switching on a drive with $\alpha=1.5$ changes the mean from 0.356 to 0.353 electrons per period. The formula gives 0.357 for both. The variance per period rises from 0.262 to 0.360, and (10) gives 0.262 and 0.360. For a uniform chain, $T=1$, (10) leaves the thermal term $2\times0.15=0.300$ per period; the driven chain gives 0.303.

In all five runs the chain and the formulas agree within the tested tolerance, which is 3 percent of the formula value, or 0.009 electrons per period for the mean at zero bias, where the formula gives zero. The largest differences are about 1 percent of the formula value. A band of finite width makes the transmission depend weakly on energy and voltage, which probably explains them, though this cause was not isolated. The complete set of values is in the numerical output.

### Where the result stops

If only the phases of the scattering amplitudes vary with energy while $T$ stays constant, the instantaneous form of (6) fails, but $I_{\rm dc}$ and (10) survive. The left–left and right–right terms contain only transmissions, and in the cross terms the undriven right reservoir fixes both amplitudes at the same energy, so the phases cancel. If the transmission itself varies over the energies that the sidebands reach, the cancellation behind $I_{\rm dc}$ in (6) and the common factor $T(1-T)$ in (10) are in general both lost. The resonant chain shows the first failure. If the electrons respond to the drive with their own time-dependent charging, the potential is no longer the prescribed $V(t)$ and must be found together with the current. The reservoirs are also assumed to stay at $\Theta$, although the power $G\overline{V^2}$ is dissipated in them. Suppose half of it leaves on each side by electronic heat conduction through a lead of resistance $R$. The Wiedemann–Franz law then gives an electron temperature $\Theta_e$ with $\Theta_e^2=\Theta^2+RG\overline{V^2}/L_0$, where $L_0=\pi^2k^2/3e^2$. For the worked example at $eV=\hbar\omega$ and $R=100\ \Omega$ this is about 70 mK instead of 50 mK, which raises the thermal noise, also for $T=1$, and widens the kinks. Equation (10) is the zero-frequency noise. At a measuring frequency $\Omega$ the $\tau$ integral carries an extra factor $\cos\Omega\tau$, which shifts the argument of $W$ by $\pm\hbar\Omega$. In (10), $2k\Theta$ then becomes $w(\hbar\Omega)$ and $w(x_n)$ becomes $\tfrac12[w(x_n+\hbar\Omega)+w(x_n-\hbar\Omega)]$. At finite temperature (10) therefore holds for $\hbar\Omega\ll k\Theta$, also at a kink. At zero temperature each corner splits into two sharp corners at $eV=N\hbar\omega\pm\hbar\Omega$, each with half the jump (12).

## Calculated quantities

```
WORKED EXAMPLE: one spin-degenerate channel
transmission per spin = 0.50
drive frequency = 20.0 GHz
temperature = 50.0 mK
alpha = 1.50
photon energy = 82.71 micro-eV
photon voltage hbar omega/e = 82.71 microvolt
ac amplitude = 124.07 microvolt
kT/(hbar omega) = 0.0521
conductance = 38.740 microsiemens
sum of T(1-T) = 0.500
dc current at eV = hbar omega, no drive = 3.2044 nA
same, driven, from sideband sum = 3.2044 nA
kink full width at half height = 5.439 kT
the same width in voltage = 23.44 microvolt
n, J_n^2, Fourier kink/2, jump of dS/dV [1e-24 A^2/(Hz V)]
0  0.26197  0.26197  3.2520
1  0.31129  0.31129  3.8643
2  0.05386  0.05386  0.6687
3  0.00372  0.00372  0.0461
S in 1e-28 A^2/Hz: eV/(hbar omega), undriven 0 K, driven 0 K,
  undriven 50 mK, driven 50 mK
0.0  0.0000  4.4228  1.0697  5.0978
0.5  2.5670  5.0953  3.1022  5.6303
1.0  5.1339  5.7677  5.6688  6.4691
1.5  7.7009  8.0384  8.2358  8.5734
2.0  10.2679  10.3090  10.8027  10.8727
2.5  12.8348  12.8561  13.3697  13.3910
3.0  15.4018  15.4033  15.9367  15.9402
SLOW DRIVE: eV/(hbar omega) = 20, alpha = 40
sideband sum = 28.7124 hbar omega
time average of |eV(t)| = 28.7198 hbar omega
CHAIN TEST (bulk hopping 1, hbar 1)
hbar omega = 0.20, kT = 0.03, sites = 300
T, eV/(hbar omega), alpha, electrons/period: chain, formula,
  variance/period: chain, formula
0.7132  0.5000  0.0000  0.3557  0.3566  0.2615  0.2624
0.7132  0.5000  1.5000  0.3525  0.3566  0.3603  0.3599
0.7132  0.0000  1.5000  0.0000  0.0000  0.3453  0.3452
0.7132  1.0000  1.0000  0.7071  0.7132  0.3752  0.3751
1.0000  0.5000  1.5000  0.4955  0.5000  0.3031  0.3000
RESONANT LEVEL: both bonds 0.3, eV/(hbar omega) = 0.5
electrons per period, alpha = 0: 0.4378
electrons per period, alpha = 1.5: 0.2690
```
